\section*{Off-centre tin(II) from two-level vibronic coupling: threshold, size and limits, part 2}

A tin(II) ion sits on a site with inversion symmetry, and the question is whether it stays at the centre. The coordinate $Q$ is its displacement along one axis relative to a rigid oxygen cage. A filled even level $a$, with tin $5s$ character, and an empty odd level $b$, with $5p$ character, are separated by the gap $D>0$ at $Q=0$ and mixed by $gQ$, with $g$ real and positive. With the zero of electronic energy midway between the levels, the one-electron matrix is
\begin{equation}
h(Q)=\begin{pmatrix}-D/2&gQ\\ gQ&D/2\end{pmatrix}.
\label{h}
\end{equation}
The occupied orbital is $\cos\theta\,a-\sin\theta\,b$, and its odd weight is $\sin^2\theta$. The stiffness $K$ is the curvature of the energy without this mixing. Energies are in eV and lengths in nm unless SI units are stated.

For two independent paired electrons, the energy measured from the centre is
\begin{equation}
V(Q)=\tfrac12KQ^2+D-2\sqrt{\tfrac{D^2}{4}+g^2Q^2},\qquad
\lambda=\frac{4g^2}{KD}.
\label{V}
\end{equation}
The central stiffness is $k_0=K(1-\lambda)$, so the centre is unstable when $\lambda>1$, that is, when $4g^2>KD$. There are then minima at $\pm Q_0$, with barrier $E_b$ at the centre and stiffness $k_w=K(1-1/\lambda^2)$. With one electron the central stiffness is $K-2g^2/D$; with none, which represents tin(IV), it is $K$.

If an energy curve has the form of Eq.~\eqref{V} with $k_0<0$, its parameters can be recovered from $k_0$, $Q_0$ and $E_b$:
\begin{equation}
\lambda=\frac{|k_0|Q_0^2}{2E_b}-1,\quad
K=\frac{|k_0|}{\lambda-1},\quad
D=\frac{2\lambda E_b}{(\lambda-1)^2},\quad
g=\tfrac12\sqrt{\lambda KD}.
\label{inverse}
\end{equation}

The example, whose parameters are illustrative, has $D=4$~eV, $K=1000$~eV/nm$^2$, $g=40$~eV/nm, $\lambda=1.6$, $Q_0=0.0624$~nm and $E_b=0.45$~eV. These parameters stay fixed below unless a change is stated.

\subsection{Electron repulsion}

With repulsion, the gap between orbitals is no longer the energy needed to excite the pair. Let two electrons in the same level repel with energy $U$, taken equal for both levels, and two electrons in different levels with direct energy $U-W$. Let $J>0$ be the exchange integral. These integrals belong to the orbitals of the centred ion and are taken as independent of $Q$. Integrals with an odd number of $b$ orbitals vanish by parity.

The spin singlets are $|aa\rangle$, $|bb\rangle$ and $|s\rangle=(|ab\rangle+|ba\rangle)/\sqrt2$, where the letters give the orbitals of electrons 1 and 2. The one-electron mixing acts on either electron, so
\begin{equation}
\langle s|h_1+h_2|aa\rangle=\frac{gQ+gQ}{\sqrt2}=\sqrt2\,gQ,
\end{equation}
and likewise for $|bb\rangle$. Exchange raises $|s\rangle$ by $J$ and connects $|aa\rangle$ to $|bb\rangle$ with element $J$. After the common $U$ is dropped, the matrix in the order $|aa\rangle,|s\rangle,|bb\rangle$ is
\begin{equation}
H=\begin{pmatrix}
-D&\sqrt2gQ&J\\
\sqrt2gQ&J-W&\sqrt2gQ\\
J&\sqrt2gQ&D
\end{pmatrix}.
\end{equation}

At $Q=0$ the even states $|aa\rangle$ and $|bb\rangle$ mix only with each other. Their energies are $\pm S$, with $S=\sqrt{D^2+J^2}$. The lower state is $c|aa\rangle-s_b|bb\rangle$, where $c^2+s_b^2=1$, $c^2-s_b^2=D/S$ and $2cs_b=J/S$; its energy is $-D^2/S-J^2/S=-S$. The minus sign matters, because the two routes to $|s\rangle$ then partly cancel:
\begin{equation}
\langle s|H|\mathrm{ground}\rangle=\sqrt2\,gQ(c-s_b),\qquad
(c-s_b)^2=1-\frac JS .
\end{equation}
The excitation energy to $|s\rangle$ is $S+J-W$. Second-order perturbation theory lowers the ground energy by $2g^2Q^2(1-J/S)/(S+J-W)$, and the central stiffness becomes $K(1-\lambda_{\rm eff})$ with
\begin{equation}
\lambda_{\rm eff}=\frac{4g^2(1-J/S)}{K(S+J-W)} .
\label{leff}
\end{equation}
This requires $S+J-W>0$. The triplet lies at $-J-W$, so the singlet is the ground state at the centre if $S>J+W$. For $J=W=0$ the original criterion returns.

Take $J=0.5$~eV and $W=0$. Then $S=\sqrt{16.25}=4.03$~eV and
\begin{equation}
\lambda_{\rm eff}=\frac{6400(1-0.5/4.03)}{1000(4.03+0.5)}=1.24 .
\end{equation}
Minimizing the elastic energy plus the lowest eigenvalue gives a displacement of 0.053~nm and a barrier of 0.157~eV, about a third of the independent-electron barrier. At $W=0$ the instability disappears when $J$ reaches 0.90~eV. A direct-repulsion difference works the other way: $J=W=0.5$~eV gives $\lambda_{\rm eff}=1.39$ and a barrier of 0.29~eV.

These values of $J$ and $W$ are chosen for illustration, and the outcome depends on them. For the free tin(II) ion, Hartree--Fock orbitals of the closed-shell ground state give $J\approx1.9$~eV and $W\approx0.6$~eV for $5s$ and $5p$, with $W$ measured from the mean of the two same-level repulsions. Those two differ by 1.8~eV, so a common $U$ is itself an approximation. Orbitals optimized for the $5s5p$ triplet give $J\approx2.4$~eV and $W\approx0.4$~eV instead, with same-level repulsions that differ by about 0.8~eV. These values are for a small-core (28-electron) potential, where $J$ and $W$ move by about 0.01~eV from double- to quadruple-zeta bases. A large-core potential with a small basis shifts $J$ and $W$ by up to 0.2~eV and lowers the 1.8~eV difference to 0.8~eV. With $D$, $g$ and $K$ unchanged, Eq.~\eqref{leff} would then give about 0.6 for the first pair of values and 0.5 for the second, and the centre would be locally stable in both cases. Mixing with oxygen and screening change both integrals in a solid, so they must be found for the material in question.

An implementation must therefore state what its $D$ means. An orbital gap from a mean-field calculation already contains some repulsion, and adding $J$ and $W$ to it without removing that part counts it twice.

\subsection{A cage that hardens}

The harmonic elastic energy is doubtful at displacements of this size. Let two oxygen ions on opposite sides, each at distance $r_0$ from the centre, repel tin as $Ae^{-r/\rho}$. Their sum is
\begin{equation}
A\left[e^{-(r_0-Q)/\rho}+e^{-(r_0+Q)/\rho}\right]
=2Ae^{-r_0/\rho}\cosh(Q/\rho).
\end{equation}
If this repulsion supplies all of $K$, then $2Ae^{-r_0/\rho}=K\rho^2$. Measured from the centre, the elastic energy is
\begin{equation}
K\rho^2\left[\cosh(Q/\rho)-1\right]
=\tfrac12KQ^2\left(1+\frac{Q^2}{12\rho^2}+\dots\right).
\end{equation}
The curvature at $Q=0$ is unchanged, and so is the threshold. Every further term is positive, so the well becomes shallower.

For $\rho=0.03$~nm the displacement falls from 0.0624 to 0.037~nm and the barrier from 0.45 to 0.20~eV. With $J=0.5$~eV and $W=0$ as well, they fall to 0.029~nm and 0.049~eV. Hardening alone leaves the threshold where it was, but exchange moves it. With the values chosen here the centre remains unstable under both, though little is left of the barrier; a $J$ above 0.90~eV at $W=0$ would remove the instability of the centre.

Hardening also misleads the parameter recovery of the first half. The hard-cage curve has $k_0=-600$~eV/nm$^2$, and Eq.~\eqref{inverse} would give
\begin{equation}
\lambda=\frac{600(0.03745)^2}{2(0.2004)}-1=1.10,\qquad
K=\frac{600}{0.10}\approx6000~\mathrm{eV/nm^2}.
\end{equation}
The values used to make the curve were 1.6 and 1000~eV/nm$^2$. Three numbers always fix three parameters when the formulas can be solved; they do not test the form of the curve. The complete energy curve should be compared with Eq.~\eqref{V} before the fitted parameters are given a meaning.

\subsection{Zero-point motion and the adiabatic energy}

If tin, of mass $m_{\rm Sn}$, moves against six oxygens of total mass $m_{\rm O}$, the kinetic energy of the relative motion contains the reduced mass
\begin{equation}
M=\frac{m_{\rm Sn}m_{\rm O}}{m_{\rm Sn}+m_{\rm O}}=53.1~\mathrm u .
\end{equation}
This treats the cage as a free rigid body. The vibrational quantum in one well is $\hbar\omega=\hbar\sqrt{k_w/M}=21.9$~meV. Diagonalizing the nuclear Hamiltonian with potential~\eqref{V} puts the lowest level 10.9~meV above the minimum, close to $\hbar\omega/2$ and far below the barrier of 450~meV. Refining the mesh from 201 to 281 points over the same interval moves this level by less than $10^{-10}$~meV.

The electronic state also changes as the nuclei move. With $\tan2\theta=2gQ/D$, the mixing angle has the derivative
\begin{equation}
\frac{d\theta}{dQ}=\frac{g/D}{1+4g^2Q^2/D^2},
\end{equation}
which is largest at the centre. For the normalized real orbital $\varphi$, $\langle\varphi|\varphi'\rangle=0$ and $\langle\varphi'|\varphi'\rangle=(d\theta/dQ)^2$. The product state of two electrons gives twice this value. The diagonal correction to the adiabatic energy is thus
\begin{equation}
\frac{\hbar^2}{2M}\,2\left(\frac gD\right)^2=0.079~\mathrm{meV}
\end{equation}
at the centre, which is negligible beside the barrier.

\subsection{Tunnelling through the centre}

Let $\psi(Q)$ be the normalized ground state of the right-hand well alone, with energy $E_0$, and let $\psi_\pm=[\psi(Q)\pm\psi(-Q)]/\sqrt2$ be the even and odd states, with energies $E_\pm$. Multiply the equation for $\psi_+$ by $\psi$, that for $\psi$ by $\psi_+$, subtract, and integrate from 0 to infinity. Since $\psi_+'(0)=0$, $\psi_+(0)=\sqrt2\,\psi(0)$, and the overlap on this half-line is nearly $1/\sqrt2$,
\begin{equation}
\frac{E_+-E_0}{\sqrt2}=-\frac{\hbar^2}{2M}\sqrt2\,\psi(0)\psi'(0).
\end{equation}
The odd state shifts by the opposite amount, so the splitting is $\Delta=(2\hbar^2/M)\psi(0)\psi'(0)$.

Under the barrier, with $p=\sqrt{2M(V-E_0)}$ and inner turning point $q_t$, the semiclassical state is
\begin{equation}
\psi(Q)=\frac{C}{\sqrt{p(Q)}}\exp\left(-\frac1\hbar\int_Q^{q_t}p\,dQ'\right).
\end{equation}
By symmetry $p'(0)=0$, so $\psi(0)\psi'(0)=(C^2/\hbar)e^{-\Theta}$, where $\Theta=\hbar^{-1}\int_{-q_t}^{q_t}p\,dQ$.

To find $C$, match to the harmonic ground state near the minimum. Let $y$ be the inward distance in units of $\ell=\sqrt{\hbar/(M\omega)}$. Then $p=(\hbar/\ell)\sqrt{y^2-1}$, and for large $y$
\begin{equation}
\int_1^y\sqrt{t^2-1}\,dt\approx\frac{y^2}{2}-\frac14-\frac12\ln(2y).
\end{equation}
The semiclassical state becomes $C\sqrt{2\ell/\hbar}\,e^{1/4}e^{-y^2/2}$. Equating it to $(\pi\ell^2)^{-1/4}e^{-y^2/2}$ gives $C^2=M\omega/(2\sqrt{\pi e})$, where $e$ is the base of natural logarithms. Hence, to leading order for a barrier much higher than $\hbar\omega$,
\begin{equation}
\Delta=\frac{\hbar\omega}{\sqrt{\pi e}}\,e^{-\Theta},
\qquad E_0\approx V(Q_0)+\tfrac12\hbar\omega .
\end{equation}

For a trial mass of 2~u in the same potential, this exceeds the splitting from direct diagonalization by about 3 per cent. For the tin mass it gives about $10^{-37}$~eV, and about $10^{-16}$~eV in the hard cage without exchange. Ground-state tunnelling along this axis is therefore negligible in both cases beside the thermal hopping at 300~K found below. It is very sensitive to the barrier: with the hard cage and $J=0.5$~eV, $W=0$ together, direct diagonalization gives a splitting of about $2\times10^{-7}$~eV. An isolated ion with exactly equal wells would then cross in about 10~ns even without thermal activation.

\subsection{Thermal hopping}

At temperature $T$ a classical ion can cross the centre by thermal activation. The one-way flux is the mean positive part of the velocity, $\sqrt{k_BT/(2\pi M)}$, times the probability density at the centre for an ion in one well:
\begin{equation}
k=\sqrt{\frac{k_BT}{2\pi M}}\,
\frac{e^{-V(0)/k_BT}}{\int_0^\infty e^{-V(Q)/k_BT}\,dQ}.
\end{equation}
In a deep harmonic well the integral is $e^{-V(Q_0)/k_BT}\sqrt{2\pi k_BT/k_w}$. With $\omega=\sqrt{k_w/M}$ this gives
\begin{equation}
k\approx\frac{\omega}{2\pi}e^{-E_b/k_BT}.
\end{equation}
Every crossing is counted as a hop; returns across the centre lower the rate. Since $\hbar\omega$ is comparable with $k_BT=25.9$~meV at 300~K, quantum corrections to this classical rate need not vanish, and they are not included.

The full integral gives $1.5\times10^5$~s$^{-1}$ at 300~K and $4.8\times10^7$~s$^{-1}$ at 450~K. In the hard cage the rates are $2.9\times10^9$ and $3.8\times10^{10}$~s$^{-1}$. At 300~K the lower barrier alone accounts for a factor $\exp[(0.4500-0.2004)/0.02585]\approx1.6\times10^4$ of the increase; the rest comes from the well integral. When exchange and hardening act together, the barrier of 49~meV is only 1.3 times $k_BT$ at 450~K, and separate hops between two wells are no longer a good description.

These are one-axis rates. On a nearly isotropic site the ion can move round the centre, where the barrier is set by anisotropy and may be much lower. An off-centre minimum for one ion is thus no proof of a lasting distortion.

\subsection{Neighbouring ions}

Neighbours lined up along the displacement can hold the displacements in step; for neighbours side by side, the dipole interaction favours opposite displacements. Take two ions of charge $q$ at spacing $r$ on one line, each displaced by $d$ from a compensating charge $-q$ fixed at its site. For displacements in the same direction the interaction is
\begin{equation}
\frac{q^2}{4\pi\epsilon_0\epsilon_r}
\left(\frac2r-\frac1{r-d}-\frac1{r+d}\right)
=-\frac{2q^2d^2}{4\pi\epsilon_0\epsilon_r\,r(r^2-d^2)} .
\end{equation}
For $d\ll r$ this is $-2(qd)^2/(4\pi\epsilon_0\epsilon_rr^3)$. With $q=2e$, $r=0.40$~nm, $\epsilon_r=10$ and $d=Q_0$, its size is 0.070~eV, nearly three times $k_BT$ at 300~K. Formal charges and a bulk permittivity are crude at this distance, so only the order of magnitude has meaning. The energy varies as $d^2$; the displacement of 0.029~nm found with exchange and a hard cage reduces it to about 0.015~eV.

\subsection{Tin oxides and resists}

In tin(II) oxide, tin sits to one side of four oxygen neighbours, roughly 0.1~nm from their plane. In rutile-type tin(IV) oxide it is at the centre of a slightly distorted octahedron. This contrast agrees with the role of the electron pair in the model, but it does not establish the example's parameters. The model displacement of 0.06~nm is smaller than the rough figure for tin(II) oxide, whose coordination also differs from the six-oxygen cage assumed here. Real films break the assumption of a rigid, harmonic cage. Hardening alone changes the example from 0.062 to 0.037~nm and from 0.45 to 0.20~eV; relaxation or loss of oxygen neighbours could act in the opposite direction and is not sized here. Organotin oxide resists start from tin(IV), so the two-electron result concerns them only where processing produces tin(II). The temperature of 450~K is in the rough range of a resist bake. The calculated rates do not predict resist contrast, sensitivity or film conductivity.

For use in such a material, the centred geometry, the meaning of $D$, and the full energy curve should be established first. The inequality $4g^2>KD$ then tests local stability for independent electrons, and Eq.~\eqref{leff} replaces it when repulsion is treated explicitly. The remaining values for the example are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Gap D: 4.00 eV
Bare stiffness K: 1000.0 eV/nm^2
Coupling g: 40.00 eV/nm
Ratio lambda: 1.6000
Critical coupling: 31.623 eV/nm
Critical gap: 6.400 eV
Central stiffness, 0 electrons: 1000.0 eV/nm^2
Central stiffness, 1 electrons: 200.0 eV/nm^2
Central stiffness, 2 electrons: -600.0 eV/nm^2
Displacement Q0: 0.06245 nm
Displacement Q0 in SI: 6.245e-11 m
Elastic cost: 1.9500 eV
Electronic energy change: -2.4000 eV
Barrier at centre: 0.4500 eV
Barrier at centre in SI: 7.210e-20 J
Stiffness at minimum: 609.38 eV/nm^2
Level gap at minimum: 6.400 eV
Odd weight per electron: 0.1875
Exchange J: 0.50 eV
Lambda with J, W=0: 1.2373
Direct repulsion difference W: 0.50 eV
Lambda with J and W: 1.3907
Critical J at W=0: 0.8982 eV
Displacement with J, W=0: 0.05298 nm
Barrier with J, W=0: 0.1569 eV
Cage repulsion range: 0.030 nm
Displacement, hard cage: 0.03745 nm
Barrier, hard cage: 0.2004 eV
Displacement, hard cage and J: 0.02870 nm
Barrier, hard cage and J: 0.0493 eV
Reduced mass: 53.075 u
Vibrational quantum at minimum: 21.908 meV
Zero-point energy: 10.928 meV
Zero-point mesh shift: 4.6e-12 meV
log10(tunnel splitting/eV): -37.2
log10(splitting/eV), hard cage: -15.7
Adiabatic correction at centre: 0.0787 meV
Thermal energy at 300 K: 25.85 meV
Hop rate at 300 K: 1.45e+05 1/s
Hop rate at 300 K, hard cage: 2.93e+09 1/s
Thermal energy at 450 K: 38.78 meV
Hop rate at 450 K: 4.78e+07 1/s
Hop rate at 450 K, hard cage: 3.81e+10 1/s
Model ion charge: 2.0 e
Neighbour spacing: 0.40 nm
Relative permittivity: 10.0
Neighbour dipole energy size: 0.0702 eV
\end{verbatim}
